\section*{Baym-Ziman Resistivity and Its One-Phonon Term with Umklapp for Sodium}

\section{Scale and symmetry of the resistivity}

In a cubic metal the resistivity tensor is a scalar, $\rho$. Let $N$ ions in a volume $V$, at density $n_i$, scatter free electrons of mass $m$, density $n$ and Fermi wavenumber $k_F$. One ion acts through a screened potential with Fourier transform $w(q)$, an energy times a volume. In Born approximation the scattering rate is proportional to $n_i|w|^2$. Since $e^2\rho$ has the dimension mass $\times$ volume / time, the powers of $m$, $\hbar$ and $k_F$ are fixed:
\begin{equation}
\rho = C\,\frac{n_i m^2|w|^2}{\hbar^3e^2k_F^2}.
\label{scale}
\end{equation}
The number $C$ contains the shape of $w(q)$, the correlations of the ions and their thermal motion. Except for static ions, its calculation in general requires the energy exchanged in each collision.

\section{Scattering rate and structure factor}

Define $\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf R_j}$ for ion positions $\mathbf R_j$. Between plane waves the ionic potential has the matrix element $\langle\mathbf k+\mathbf q|U|\mathbf k\rangle=w(q)\rho_{-\mathbf q}/V$. Let the ions go from state $i$, of probability $p_i$, to state $f$, gaining $\hbar\omega=E_f-E_i=\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}$. The sum over ionic states in the golden rule is
\begin{align}
S(\mathbf q,\omega)&=\frac1N\int dt\,e^{i\omega t}\langle\rho_{\mathbf q}(t)\rho_{-\mathbf q}(0)\rangle \nonumber\\
&=\frac{2\pi}{N}\sum_{if}p_i|\langle f|\rho_{-\mathbf q}|i\rangle|^2\,
\delta\!\left(\omega-\frac{E_f-E_i}{\hbar}\right).
\label{S}
\end{align}
Because $\delta(\hbar y)=\delta(y)/\hbar$, the rate is
\begin{equation}
W_{\mathbf k,\mathbf k+\mathbf q}=\frac{N|w(q)|^2}{V^2\hbar^2}S(\mathbf q,\omega).
\label{W}
\end{equation}
The ions are taken to stay in equilibrium, which excludes phonon drag. With $x=\hbar\omega/k_BT$, we have $p_f=p_ie^{-x}$, and exchanging $i$ and $f$ in (\ref{S}) gives
\begin{equation}
S(-\mathbf q,-\omega)=e^{-x}S(\mathbf q,\omega).
\label{db}
\end{equation}
For the Fermi function $f$, therefore, $P_{\mathbf k\mathbf k'}=f_{\mathbf k}(1-f_{\mathbf k'})W_{\mathbf k\mathbf k'}$ is symmetric: the ratio of the Fermi factors for the two directions is $e^{-x}$, and that of the rates is $e^x$.

\section{A bound from the Boltzmann equation}

Let the field be $E\mathbf u$, with $\mathbf u$ a unit vector, and the electron charge $-e$. Write the perturbed distribution as $f+f(1-f)\Phi/k_BT$. To first order in $\Phi$, gain minus loss between $\mathbf k$ and $\mathbf k'$ is
\begin{equation*}
\frac{P_{\mathbf k\mathbf k'}}{k_BT}\big[(1-f')\Phi'-f\Phi-(1-f)\Phi+f'\Phi'\big]
=\frac{P_{\mathbf k\mathbf k'}}{k_BT}(\Phi'-\Phi),
\end{equation*}
where primes denote values at $\mathbf k'$. The steady Boltzmann equation becomes
\begin{equation}
L\Phi\equiv\frac1{k_BT}\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\Phi_{\mathbf k}-\Phi_{\mathbf k'})=-eEX_{\mathbf k},
\quad X_{\mathbf k}=\mathbf u\cdot\mathbf v_{\mathbf k}\Big(-\frac{\partial f}{\partial\varepsilon}\Big).
\label{BE}
\end{equation}
Define $\langle A,B\rangle=2\sum_{\mathbf k}A_{\mathbf k}B_{\mathbf k}$, with the factor 2 for spin. The current density is $-(e/V)\langle X,\Phi\rangle$, so that $1/\rho=(e^2/V)\langle X,L^{-1}X\rangle$. By the symmetry of $P$,
\begin{equation}
\langle\Phi,L\Phi\rangle=\frac1{2k_BT}\,2\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}(\Phi_{\mathbf k}-\Phi_{\mathbf k'})^2\ge0 .
\label{positive}
\end{equation}
A constant $\Phi$ gives zero, but $X$ is odd in $\mathbf k$ and orthogonal to it. With $\psi=L^{-1}X$, the Schwarz inequality gives $\langle\Phi,X\rangle^2=\langle\Phi,L\psi\rangle^2\le\langle\Phi,L\Phi\rangle\langle X,L^{-1}X\rangle$, hence
\begin{equation}
\rho\le\frac{V\langle\Phi,L\Phi\rangle}{e^2\langle\Phi,X\rangle^2}.
\label{bound}
\end{equation}

The trial function $\Phi_{\mathbf k}=\mathbf k\cdot\mathbf u$ describes a rigidly shifted Fermi sphere. Since $X=-\hbar^{-1}\mathbf u\cdot\nabla_{\mathbf k}f$, integration by parts gives $\langle\Phi,X\rangle=\hbar^{-1}2\sum_{\mathbf k}f_{\mathbf k}=nV/\hbar$. From here on $\rho$ denotes the right side of (\ref{bound}) for this choice:
\begin{equation}
\rho=\frac{\hbar^2}{2e^2n^2Vk_BT}\,2\sum_{\mathbf k\mathbf q}(\mathbf q\cdot\mathbf u)^2f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})W_{\mathbf k,\mathbf k+\mathbf q}.
\label{trial}
\end{equation}

\section{The thermal weight}

Insert $1=\hbar\int d\omega\,\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}-\hbar\omega)$ in (\ref{trial}). The electrons then enter through
\begin{equation*}
J=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}-\hbar\omega).
\end{equation*}
With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\hbar^2kq\mu/m+\hbar^2q^2/2m$. The $\mu$ integral gives $m/(\hbar^2kq)$ when the root lies in $[-1,1]$. For $k_BT$ and $\hbar\omega$ far below the Fermi energy, and $\omega\ll v_Fq$ with $v_F$ the Fermi velocity, the root is close to $-q/2k_F$, so $q<2k_F$. With $k\,dk=m\,d\varepsilon/\hbar^2$,
\begin{equation}
J=\frac{m^2}{2\pi^2\hbar^4q}\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon-\hbar\omega)].
\label{J}
\end{equation}
The Fermi functions obey $f(\varepsilon)[1-f(\varepsilon-\hbar\omega)]=[f(\varepsilon-\hbar\omega)-f(\varepsilon)]/(e^x-1)$, and the bracket on the right integrates to $\hbar\omega$. Therefore
\begin{equation}
J=\frac{m^2k_BT}{2\pi^2\hbar^4q}\,\frac{x}{e^x-1}.
\label{weight}
\end{equation}
For $x\gg1$ the weight is exponentially small, because few electrons can give up so much energy and still find an empty state. For $x\to-\infty$ it tends to $|x|$. Direct integration over $\mathbf k$ confirms (\ref{weight}) at $x=\pm1.5$.

Substituting (\ref{W}) and (\ref{weight}) in (\ref{trial}) cancels $k_BT$:
\begin{equation*}
\rho=\frac{n_im^2}{4\pi^2\hbar^3e^2n^2}\int\!\frac{d^3q}{(2\pi)^3}\frac{(\mathbf q\cdot\mathbf u)^2|w|^2}{q}\int d\omega\,S\frac{x}{e^x-1}.
\end{equation*}
Cubic symmetry replaces $(\mathbf q\cdot\mathbf u)^2$ by $q^2/3$. Let $\bar S$ be the average of $S$ over directions of $\mathbf q$. The angular integration contributes $4\pi/[3(2\pi)^3]=1/6\pi^2$, and writing $d\omega=2\pi\,(d\omega/2\pi)$ gives the Baym-Ziman formula
\begin{equation}
\rho=\frac{n_im^2}{12\pi^3\hbar^3e^2n^2}\int_0^{2k_F}\!dq\,q^3|w(q)|^2
\int\frac{d\omega}{2\pi}\,\bar S(q,\omega)\frac{x}{e^x-1}.
\label{BZ}
\end{equation}

For static ions $\bar S=2\pi\delta(\omega)S(q)$ and the weight is 1. With $q=2k_F\sin(\theta/2)$, $q^3dq=2k_F^4(1-\cos\theta)\sin\theta\,d\theta$. Using $n=k_F^3/3\pi^2$, (\ref{BZ}) becomes
\begin{equation}
\rho=\frac{3\pi n_im^2}{2\hbar^3e^2k_F^2}\int_0^\pi|w|^2S(q)(1-\cos\theta)\sin\theta\,d\theta ,
\label{static}
\end{equation}
which has the scale (\ref{scale}). It equals $m/(ne^2\tau)$ with the golden-rule momentum relaxation rate $1/\tau$. When the scattering depends on $|\mathbf q|$ alone, the rigid shift solves the elastic Boltzmann equation at the Fermi level. The bound is then attained up to corrections of order $(k_BT/\varepsilon_F)^2$, with $\varepsilon_F$ the Fermi energy, which come from the energy dependence of $\tau$.

Inelastic scattering can make the bound poor. Take isotropic scattering by an Einstein mode of frequency $\omega_0$ and occupation $n_0$, with constant velocity and density of states near the Fermi level. Then $P_{\mathbf k\mathbf k'}$ does not depend on direction, so $\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}\Phi_{\mathbf k'}=0$ for odd $\Phi$. Hence $L\Phi=\Gamma(\varepsilon)\Phi/k_BT$, with $\Gamma\propto f(\varepsilon)\{(n_0+1)[1-f(\varepsilon-\hbar\omega_0)]+n_0[1-f(\varepsilon+\hbar\omega_0)]\}$. The exact solution is $\Phi\propto X/\Gamma$, and with $X\propto f(1-f)$ the ratio of the true to the variational resistivity is $[\int f(1-f)\,d\varepsilon]^2/[\int f^2(1-f)^2\Gamma^{-1}d\varepsilon\int\Gamma\,d\varepsilon]$. The true resistivity is 0.9997, 0.944 and 0.584 of the variational value at $\hbar\omega_0/k_BT=0.5$, 2 and 5. These ratios belong to that model, but they warn against reading low-temperature values of (\ref{BZ}) as solutions of the Boltzmann equation.

\section{The one-phonon term}

Let $\mathbf R_j=\mathbf R_j^0+\mathbf u_j$ in a harmonic crystal with one ion of mass $M$ per cell. For $A=\mathbf q\cdot\mathbf u_j(t)$ and $B=\mathbf q\cdot\mathbf u_l(0)$, Gaussian statistics give
\begin{equation}
\langle e^{iA}e^{-iB}\rangle=e^{-2W}e^{\langle AB\rangle},\qquad 2W=\langle(\mathbf q\cdot\mathbf u_j)^2\rangle=\tfrac13q^2\langle u^2\rangle .
\label{gauss}
\end{equation}
In the expansion of $e^{\langle AB\rangle}$, the term 1 gives Bragg scattering at reciprocal lattice vectors $\mathbf G$, and the linear term gives one-phonon scattering. With frequencies $\omega_\lambda(\mathbf p)$, real polarizations $\mathbf e_\lambda$ and Bose occupations $n_\lambda$,
\begin{equation*}
\langle AB\rangle=\sum_{\mathbf p\lambda}\frac{\hbar(\mathbf q\cdot\mathbf e_\lambda)^2}{2NM\omega_\lambda}
\left[(n_\lambda+1)e^{i\mathbf p\cdot\mathbf R-i\omega_\lambda t}+n_\lambda e^{-i\mathbf p\cdot\mathbf R+i\omega_\lambda t}\right],
\end{equation*}
where $\mathbf R=\mathbf R^0_j-\mathbf R^0_l$. The lattice sums select $\mathbf p=\mp\mathbf q$ up to a vector $\mathbf G$. To leading order in displacements, where $e^{-2W}\to1$,
\begin{equation}
S_1=\sum_\lambda\frac{\pi\hbar(\mathbf q\cdot\mathbf e_\lambda)^2}{M\omega_\lambda}\left[(n_\lambda+1)\delta(\omega-\omega_\lambda)+n_\lambda\delta(\omega+\omega_\lambda)\right].
\label{S1}
\end{equation}
Put $x_\lambda=\hbar\omega_\lambda/k_BT$. Emission carries the factor $(n_\lambda+1)x_\lambda/(e^{x_\lambda}-1)$ and absorption $n_\lambda(-x_\lambda)/(e^{-x_\lambda}-1)$. Both equal $x_\lambda e^{x_\lambda}/(e^{x_\lambda}-1)^2=x_\lambda/[4\sinh^2(x_\lambda/2)]$. Adding them,
\begin{equation}
\int\frac{d\omega}{2\pi}S_1\frac{x}{e^x-1}=\sum_\lambda\frac{\hbar^2(\mathbf q\cdot\mathbf e_\lambda)^2}{4Mk_BT\sinh^2(x_\lambda/2)}.
\label{one}
\end{equation}
The strict one-phonon term is (\ref{one}) times $e^{-2W}$. The correction $-2W\langle AB\rangle$ is of the same order as the two-phonon term $\langle AB\rangle^2/2$, so (\ref{one}) without the factor is the consistent leading order.

Frequencies and polarizations are periodic in $\mathbf q$, but the coupling $\mathbf q\cdot\mathbf e_\lambda$ contains the full momentum transfer. Scattering with $\mathbf q$ inside the first Brillouin zone is called normal, and the rest umklapp. A transverse phonon can therefore couple strongly in an umklapp process, since its polarization is perpendicular to $\mathbf q-\mathbf G$ and not to $\mathbf q$.

At high temperature $\sinh(x_\lambda/2)\to x_\lambda/2$, (\ref{one}) becomes $k_BT\sum_\lambda(\mathbf q\cdot\mathbf e_\lambda)^2/M\omega_\lambda^2$, and $\rho\propto T$. At low temperature normal scattering involves $\omega_\lambda\propto q$, $(\mathbf q\cdot\mathbf e_\lambda)^2\propto q^2$ and constant $w$. Its integral $T^{-1}\int dq\,q^5/\sinh^2(x_\lambda/2)$ scales as $T^{-1}T^6=T^5$.

\section{Sodium: the model}

Take bcc sodium with one conduction electron per ion and a rough measured lattice constant $a=4.2$ \AA. Atomic units ($\hbar=m=e=1$) are used for the model. The density $n=2/a^3$ gives $r_s=(3/4\pi n)^{1/3}=3.908$ and $k_F=0.4911$. The bare ion is an empty core: its potential is $-1/r$ outside a radius $r_c$ and zero inside. Removing the attraction inside raises the energy per electron by $n\int_0^{r_c}4\pi r\,dr=2\pi nr_c^2=3r_c^2/2r_s^3$. To first order in the pseudopotential the energy is
\begin{equation}
E=\frac3{10}\Big(\frac{9\pi}4\Big)^{2/3}\frac1{r_s^2}+\varepsilon_{xc}(r_s)-\frac{0.8959}{r_s}+\frac{3r_c^2}{2r_s^3}.
\label{E}
\end{equation}
The third term is the computed Madelung energy, and $\varepsilon_{xc}$ is exchange with Perdew-Zunger correlation. Zero pressure, $dE/dr_s=0$, gives $r_c^2=\frac29r_s^4\,dE_0/dr_s$, where $E_0$ is the sum of the first three terms. The result is $r_c=1.705$ bohr. This condition is of first order, while the phonons below are of second order in the pseudopotential. Including the second-order band-structure energy in the pressure would give $r_c\approx1.99$ bohr, so the first-order value is a model choice.

The bare form factor is $v_0=-4\pi\cos(qr_c)/q^2$. The induced density is $\chi_0w$, with $\chi_0$ the Lindhard response, and it acts back through $4\pi/q^2+f_{xc}$, where $f_{xc}=d^2(n\varepsilon_{xc})/dn^2$. Solving $w=v_0+(4\pi/q^2+f_{xc})\chi_0w$,
\begin{equation}
w=\frac{v_0}{\epsilon},\qquad \epsilon=1-\Big(\frac{4\pi}{q^2}+f_{xc}\Big)\chi_0 .
\label{w}
\end{equation}
The same response gives the ion-ion interaction $\phi(k)=4\pi/k^2+v_0^2\chi_0/\epsilon$. The harmonic force constants are second derivatives of the pair energy. In Fourier form, with cell volume $\Omega$, the dynamical matrix is
\begin{equation}
D_{\alpha\beta}(\mathbf p)=\frac1{M\Omega}\Big[\sum_{\mathbf G}k_\alpha k_\beta\phi(k)\Big|_{\mathbf k=\mathbf p+\mathbf G}-\sum_{\mathbf G\ne0}G_\alpha G_\beta\phi(G)\Big],
\label{D}
\end{equation}
and its eigenvalues are $\omega_\lambda^2$. No phonon data are fitted. The electronic part of $\phi$ is damped smoothly beyond $k=3.8$ bohr$^{-1}$ in the sums. At the zone-boundary point N the frequencies are 0.83, 2.61 and 3.77 THz, and energies of explicitly displaced lattices, computed with the same damping, reproduce them. A larger cutoff moves phonon frequencies by up to 0.3\% (2.62 and 3.78 THz at N), $\langle u^2\rangle$ and the resistivity at 100 K and above by about 0.1\%, and the 10 K resistivity by about 0.5\%, so the last digit of such values below is uncertain.

\section{Sodium: resistivity and umklapp}

The shortest reciprocal vector has $G_{110}=\sqrt2\,(2\pi/a)=1.1196$ bohr$^{-1}$, while $2k_F=0.9822$ bohr$^{-1}$. No Bragg term enters, and umklapp phonons have wavenumbers of at least $1.1196-0.9822=0.1374$ bohr$^{-1}$. The $k_F$ sphere fills half the zone, and the whole zone lies inside the $2k_F$ sphere, since its farthest corner is at $2\pi/a=0.792$ bohr$^{-1}$. The zone therefore holds $1/(8\times\frac12)=1/4$ of the $2k_F$ sphere. Equations (\ref{BZ}) and (\ref{one}) give, in $\mu\Omega$\,cm:
\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & normal & umklapp & total & with $e^{-2W}$\\
300 & 1.84 & 2.25 & 4.08 & 3.57\\
100 & 0.521 & 0.647 & 1.17 & 1.11\\
20 & 0.0101 & 0.0152 & 0.0253 & 0.0248\\
10 & 0.00063 & 0.00105 & 0.00168 & 0.00164
\end{tabular}
\end{center}
At 300 K the leading-order result is $4.1\ \mu\Omega\,\mathrm{cm}=4.1\times10^{-8}\ \Omega\,\mathrm m$, and umklapp supplies 55\% of it. This share belongs to $r_c=1.705$ bohr. With $r_c\approx1.99$ bohr the total is about $4.7\ \mu\Omega$\,cm, umklapp supplies about 87\%, and the longitudinal frequency at N rises to 5.5 THz. The computed $\langle u^2\rangle=0.966$ bohr$^2$ gives $2W=(0.9822)^2(0.966)/3=0.311$ at $q=2k_F$. Including $e^{-2W}$ lowers $\rho$ by 13\%. This indicates the size of the higher-order terms, but not their sum, since multiphonon scattering is left out.

The 300 K value is 0.980 of the classical linear law. Since $x^2/[4\sinh^2(x/2)]\simeq1-x^2/12$, the weighted mean of $x^2$ is about $12\times0.020=0.24$, so the scattering is nearly classical there.

The low-temperature umklapp law follows from the region near $q=2k_F$ along [110]. At the minimum wavenumber the three phonon energies divided by $k_B$ are 15.4, 47.4 and 70.6 K. Call the lowest $\theta$. Its mode is polarized along $[1\bar10]$, so $\mathbf q\cdot\mathbf e=0$ on the axis and $(\mathbf q\cdot\mathbf e)^2\propto\psi_1^2$ for a small tilt $\psi_1$ toward that polarization. Let $\delta=2k_F-q$ and let $\psi_2$ be the other tilt. The phonon energy rises linearly in $\delta$ and quadratically in the tilts. For $T\ll\theta$, $1/[4\sinh^2(x/2)]\to e^{-x}$, and the integrals over $\delta$, $\psi_1$ and $\psi_2$ give $T$, $T^{3/2}$ and $T^{1/2}$. With the prefactor $1/T$ in (\ref{one}),
\begin{equation}
\rho_U\propto T^2e^{-\theta/T},\qquad -\frac{d\ln\rho_U}{d(1/T)}=\theta+2T .
\label{U}
\end{equation}
At 0.5 K the computed slope is 16.38 K, against $15.42+1.00=16.42$ K; a larger cutoff in the lattice sums lowers both numbers by 0.04 K. The normal part grows by a factor 32.2 from 0.5 to 1 K, against $2^5=32$.

These limits lie far below the temperatures in the table. Between 10 and 20 K the umklapp part has an effective activation temperature of 53.5 K. Extending (\ref{U}) to this interval would give $\theta+\ln4/(1/10-1/20)=43$ K, of which 28 K comes from the factor $T^2$. The asymptotic law therefore does not yet hold. A plausible reason, not isolated here, is that harder phonons with stronger coupling, away from the minimum wavenumber, dominate. The normal part rises by a factor of 16 over the same interval, about $T^4$. Umklapp still supplies 62\% of the total at 10 K; its exponential loss against the $T^5$ term comes at lower temperature.

Of the changes tried here at 300 K, that of the core radius has the largest effect. With $a=4.3$ \AA\ and $r_c$ found again from zero pressure, $\rho$ is $4.2\ \mu\Omega$\,cm. Reducing $r_c$ by 5\% at fixed $a$ raises it to $7.4\ \mu\Omega$\,cm, an increase of 82\%. The form factor vanishes at $q=\pi/2r_c=0.921$ bohr$^{-1}$, inside the range of integration, and reducing $r_c$ moves this zero toward $2k_F$. The phonons change as well and matter as much: changing only $w$ gives about $5.4\ \mu\Omega$\,cm, and changing only the phonons about $5.6\ \mu\Omega$\,cm. The measured room-temperature value is roughly $5\ \mu\Omega$\,cm. The calculation gives the right size, but this sensitivity prevents the closeness from being a measure of accuracy. Higher orders in the pseudopotential, nonlocality, anharmonicity, thermal expansion, phonon drag and the low-temperature structural transformation are left out. The numerical output below gives the remaining temperatures and the numerical comparisons.

\section*{Calculated quantities}
\begin{verbatim}
electron factor, x = +1.5: direct/formula = 1.000000
electron factor, x = -1.5: direct/formula = 1.000000
static limit: q integral/angular rate = 1.000000
oscillator: exact/one-phonon weight = 0.99847
oscillator: S(-w)/S(w) = 0.301194, exp(-x) = 0.301194
Einstein mode x0 = 0.5: exact/variational rho = 0.99966
Einstein mode x0 = 2.0: exact/variational rho = 0.94413
Einstein mode x0 = 5.0: exact/variational rho = 0.58420
coarse/fine grid, rho(300 K) = 1.00000
coarse/fine grid, rho(10 K) = 0.99998
rough lattice constant = 4.2 angstrom
atomic mass = 22.990 u
rs = 3.908 bohr; core radius rc = 1.705 bohr
Madelung energy times rs = -0.89593 hartree bohr
kF = 0.4911 1/bohr; 2kF = 0.9822 1/bohr
|G110| = 1.1196 1/bohr; |G110|-2kF = 0.1374 1/bohr
zone face along 110 = 0.5598 1/bohr
w(2kF) = 1.403 hartree bohr^3
zero of w at q = 0.9214 1/bohr
phonons at N: 0.834, 2.614, 3.773 THz
frozen phonons at N: 0.834, 2.614, 3.773 THz
share of the 2kF sphere inside the first zone = 0.2500
rho in microohm cm: T(K), total, normal, umklapp, total with exp(-2W)
 300 4.0849e+00 1.8388e+00 2.2461e+00 3.5725e+00
 200 2.6571e+00 1.1942e+00 1.4629e+00 2.4268e+00
 100 1.1681e+00 5.2070e-01 6.4737e-01 1.1135e+00
  50 3.7069e-01 1.6052e-01 2.1017e-01 3.6034e-01
  20 2.5349e-02 1.0119e-02 1.5229e-02 2.4814e-02
  10 1.6807e-03 6.3187e-04 1.0489e-03 1.6438e-03
rho(300 K) = 4.085e-08 ohm m
umklapp share at 300 K = 0.5499
<u^2> at 300 K = 0.9664 bohr^2; 2W at 2kF = 0.3108
rho(300 K)/classical linear law = 0.9803
normal part, rho(1 K)/rho(0.5 K) = 32.218; T^5 law gives 32
phonon energies/kB at |G110|-2kF: 15.42, 47.43, 70.63 K
umklapp activation at 0.5 K = 16.38 K; gap + 2T = 16.42 K
umklapp activation at 1.0 K = 17.22 K; gap + 2T = 17.42 K
umklapp activation between 10 and 20 K = 53.5 K
a = 4.3 angstrom: rc = 1.760 bohr, rho(300 K) = 4.171 microohm cm
rc reduced by 5%: rc = 1.620 bohr, rho(300 K) = 7.431 microohm cm
\end{verbatim}
